**Fermi-arc decay lengths from wave equations and closed formulas**

The program studies a two-node Weyl model with velocity $v$, nodes at $k_z=\pm k_0$ and mass $A(k_0^2-k_z^2)-B(k_x^2+k_y^2)$. For an infinite-mass wall and $B=0$, the amplitude decay length is $\hbar v/[A(k_0^2-k_z^2)]$; a wall where the wave function vanishes needs $B>0$ and, at zero energy in the example, gives a shorter length. The program diagonalizes slabs in a sine basis and rings with a mass step in a Fourier basis, and asserts that the fitted tails agree with the formulas within 1%. The largest deviations printed are 0.010% and 0.016%. Further assertions cover the number of gap states in the sine-basis slabs, the law near a node, the arc end at finite energy, a rotated boundary condition and films with two surfaces. For the example, the two walls give 5.27 nm and 4.35 nm at the arc centre, and about 1.3 µm at 0.001 nm⁻¹ from a node. In the infinite-mass-wall model, a 5 nm film has no evanescent pair, while 10 nm and 20 nm films keep 69% and 86% of the $k_z$ interval.

## Numerical check

```python
"""
Result under test: penetration of Fermi-arc states in a two-node Weyl model.
H = hv (kx sx + ky sy) + [A (k0^2 - kz^2) - B (kx^2 + ky^2)] sz, for x > 0.
hv: hbar times velocity; sx, sy, sz: Pauli matrices; +-k0: node positions.
Infinite-mass wall with B = 0:  length = hv / [A (k0^2 - kz^2)].
Wall with psi(0) = 0 and B > 0: length = (hv/m) (1 + sqrt(1 - eta)) / 2,
with m = A (k0^2 - kz^2) - B ky^2 and eta = 4 B m / hv^2 <= 1.
Lengths are amplitude decay lengths. Units: nm, eV, 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]], complex)
sz = np.array([[1, 0], [0, -1]], complex)
one = np.eye(2)

velocity = 4.0e5
k0 = 0.5
A = 0.2
B = 0.2
hv = const.hbar * velocity / const.e * 1e9
ky_test = 0.05


def mass(kz):
    return A * (k0**2 - kz**2)


def length_mass_wall(kz):
    return hv / mass(kz)


def length_zero_wall(m, b=B):
    eta = 4 * b * m / hv**2
    if eta > 1:
        return 2 * b / hv
    return hv / m * (1 + np.sqrt(1 - eta)) / 2


def slowest_root(m, b=B):
    return min(np.roots([b, -hv, m]).real)


def fitted_length(x, amplitude):
    return -1 / np.polyfit(x, np.log(amplitude), 1)[0]


# Slab with vanishing wave function, diagonalized in a sine basis.
def sine_slab(kz, ky, thickness, size=300):
    n = np.arange(1, size + 1)
    row, col = np.meshgrid(n, n, indexing="ij")
    odd = (row + col) % 2 == 1
    derivative = np.zeros((size, size))
    derivative[odd] = (4 * row[odd] * col[odd] / thickness
                       / (row[odd]**2 - col[odd]**2))
    k = n * np.pi / thickness
    mass_matrix = np.diag(mass(kz) - B * (k**2 + ky**2))
    h = (np.kron(-1j * hv * derivative, sx)
         + np.kron(hv * ky * np.eye(size), sy) + np.kron(mass_matrix, sz))
    energies, vectors = eigh(h)
    return energies, vectors, k


def bulk_edge(kz, ky):
    kx = np.linspace(0, 3, 6001)
    m = mass(kz) - B * (kx**2 + ky**2)
    return np.sqrt(hv**2 * (kx**2 + ky**2) + m**2).min()


zero_wall_errors = []
for kz, thickness in [(0.0, 80.0), (0.3, 110.0), (0.45, 200.0)]:
    energies, vectors, k = sine_slab(kz, ky_test, thickness)
    assert np.sum(abs(energies) < 0.98 * bulk_edge(kz, ky_test)) == 2
    pick = np.argmin(abs(energies - hv * ky_test))
    assert abs(energies[pick] - hv * ky_test) < 1e-4
    x = np.linspace(0.15 * thickness, 0.30 * thickness, 300)
    spinor = np.sin(np.outer(x, k)) @ vectors[:, pick].reshape(-1, 2)
    measured = fitted_length(x, np.linalg.norm(spinor, axis=1))
    derived = length_zero_wall(mass(kz) - B * ky_test**2)
    zero_wall_errors.append(abs(measured / derived - 1))
# The truncated sine series leaves a small ripple in the fitted tail.
assert max(zero_wall_errors) < 0.01

# Beyond the nodes the gap holds no surface state.
energies, _, _ = sine_slab(0.6, ky_test, 80.0)
assert np.sum(abs(energies) < 0.98 * bulk_edge(0.6, ky_test)) == 0


# Ring with an actual mass step, linear in kx, in a Fourier basis.
def mass_ring(kz, ky, inside, outside=10.0, barrier=0.5, nmax=150):
    period = inside + outside
    k = 2 * np.pi * np.arange(-nmax, nmax + 1) / period
    q = k[:, None] - k[None, :]
    safe_q = np.where(q == 0, 1.0, q)
    m = ((mass(kz) + barrier) * (1 - np.exp(-1j * safe_q * inside))
         / (1j * safe_q * period))
    np.fill_diagonal(m, (mass(kz) * inside - barrier * outside) / period)
    h = (np.kron(np.diag(hv * k), sx)
         + np.kron(hv * ky * np.eye(len(k)), sy) + np.kron(m, sz))
    energies, vectors = eigh(h)
    return energies, vectors, k


mass_wall_errors = []
for kz, inside in [(0.0, 70.0), (0.4, 150.0)]:
    energies, vectors, k = mass_ring(kz, ky_test, inside)
    pick = np.argmin(abs(energies - hv * ky_test))
    assert abs(energies[pick] - hv * ky_test) < 1e-4
    coefficients = vectors[:, pick].reshape(-1, 2)
    spin_y = np.einsum("ni,ij,nj->", coefficients.conj(), sy, coefficients)
    assert spin_y.real > 0.99
    x = np.linspace(0.1 * inside, 0.3 * inside, 300)
    spinor = np.exp(1j * np.outer(x, k)) @ coefficients
    measured = fitted_length(x, np.linalg.norm(spinor, axis=1))
    mass_wall_errors.append(abs(measured / length_mass_wall(kz) - 1))
# The Fourier series of a state with a kink also leaves a small ripple.
assert max(mass_wall_errors) < 0.01

# Root formula, including complex roots, and the law close to a node.
for m, b in [(0.05, 0.2), (0.01, 0.2), (0.05, 0.8)]:
    assert abs(slowest_root(m, b) * length_zero_wall(m, b) - 1) < 1e-8
delta = 1e-3
node_law = hv / (2 * A * k0 * delta)
node_numeric = 1 / slowest_root(mass(k0 - delta))
assert abs(node_numeric / node_law - 1) < 0.005

# Arc endpoint at a finite Fermi energy.
fermi = 0.02
ky_fermi = fermi / hv
arc_end = np.sqrt(k0**2 - B / A * ky_fermi**2)
end_numeric = brentq(
    lambda kz: slowest_root(mass(kz) - B * ky_fermi**2), 0.3, 0.6)
assert abs(end_numeric - arc_end) < 1e-8


# Linear equation of motion written as d(psi)/dx = generator psi.
def generator(energy, ky, m):
    return 1j / hv * sx @ (energy * one - hv * ky * sy - m * sz)


# Rotated boundary condition at zero energy.
angle = np.deg2rad(30)


def wall_mismatch(ky):
    values, vectors = np.linalg.eig(generator(0, ky, mass(0)))
    state = vectors[:, np.argmin(values.real)]
    normal = -np.sin(angle) * sy + np.cos(angle) * sz
    return (state.conj() @ normal @ state).real


ky_rotated = brentq(wall_mismatch, -2, 0)
rotated_numeric = -1 / np.linalg.eigvals(
    generator(0, ky_rotated, mass(0))).real.min()
rotated_length = length_mass_wall(0) * np.cos(angle)
assert abs(rotated_numeric / rotated_length - 1) < 1e-7
assert abs(ky_rotated + mass(0) * np.tan(angle) / hv) < 1e-8

# Film between two infinite-mass walls at ky = 0.
plus = np.array([1, 1j]) / np.sqrt(2)


def film_condition(energy, m, thickness):
    transfer = expm(thickness * generator(energy, 0, m))
    return (plus.conj() @ transfer @ plus).real


def film_splitting(m, thickness):
    ratio = hv / (m * thickness)
    y = brentq(lambda t: np.tanh(t) - ratio * t, 1e-3, 1 / ratio)
    return 2 * m / np.cosh(y)


splittings = {}
film_ends = {}
for thickness in (10.0, 20.0):
    root = brentq(film_condition, 0, mass(0), args=(mass(0), thickness))
    splittings[thickness] = film_splitting(mass(0), thickness)
    assert abs(2 * root - splittings[thickness]) < 1e-8
    film_ends[thickness] = np.sqrt(k0**2 - hv / (A * thickness))
    end = brentq(lambda kz: film_condition(mass(kz), mass(kz), thickness),
                 0, 0.499)
    assert abs(end - film_ends[thickness]) < 1e-7
thin = 5.0
assert length_mass_wall(0) > thin
assert min(film_condition(e, mass(0), thin)
           for e in np.linspace(0, mass(0), 101)) > 0

# Sizes of neglected effects for the example.
temperature = 378.0
kt = const.k * temperature / const.e
free_path = 10.0
path_kz = np.sqrt(k0**2 - hv / (A * free_path))
center_simple = length_mass_wall(0)
center_full = length_zero_wall(mass(0))
fermi_length = length_zero_wall(mass(0) - B * ky_fermi**2)
thermal_length = length_zero_wall(mass(0) - B * (kt / hv)**2)
vz = 2 * A * k0 * 1e-9 * const.e / const.hbar

print(f"velocity v = {velocity:.3e} m/s")
print(f"hbar v = {hv:.4f} eV nm")
print(f"node position k0 = {k0:.3f} 1/nm")
print(f"A = {A:.3f} eV nm^2, B = {B:.3f} eV nm^2")
print(f"velocity along z at node = {vz:.3e} m/s")
print("Arc at E = 0: kz (1/nm), mass (eV), eta (no unit),")
print("  length mass wall (nm), length zero-wave-function wall (nm)")
for kz in (0.0, 0.2, 0.3, 0.4, 0.45, 0.49, 0.499):
    m = mass(kz)
    print(f"  {kz:.3f}  {m:.6f}  {4*B*m/hv**2:.4f}"
          f"  {length_mass_wall(kz):.3f}  {length_zero_wall(m):.3f}")
print(f"density decay length, mass wall, kz=0 = {center_simple/2:.3f} nm")
print(f"simple formula excess at kz=0 = "
      f"{100*(center_simple/center_full-1):.1f} percent")
print(f"node-law length at distance {delta:.3f} 1/nm = {node_law:.2f} nm")
print(f"largest fit deviation, zero wall = "
      f"{100*max(zero_wall_errors):.3f} percent")
print(f"largest fit deviation, mass wall = "
      f"{100*max(mass_wall_errors):.3f} percent")
print(f"Fermi energy = {fermi:.3f} eV, arc ky = {ky_fermi:.4f} 1/nm")
print(f"arc end at this Fermi energy: kz = {arc_end:.4f} 1/nm")
print(f"zero-wall length there, kz=0 = {fermi_length:.3f} nm")
print(f"temperature = {temperature:.0f} K, kT = {kt:.4f} eV")
print(f"zero-wall length at E=kT, kz=0 = {thermal_length:.3f} nm")
print(f"bulk-edge occupation, kz=0, Fermi level at node = "
      f"{1/(np.exp(mass(0)/kt)+1):.3f}")
print(f"wall angle = {np.rad2deg(angle):.0f} degrees")
print(f"rotated-wall length, kz=0 = {rotated_length:.3f} nm")
print(f"rotated-wall arc position, kz=0: ky = {ky_rotated:.4f} 1/nm")
print(f"film {thin:.0f} nm: no evanescent pair at any kz")
for thickness in (10.0, 20.0):
    print(f"film {thickness:.0f} nm: arc end kz = "
          f"{film_ends[thickness]:.4f} 1/nm, remaining fraction = "
          f"{film_ends[thickness]/k0:.3f}")
    print(f"film {thickness:.0f} nm: splitting at kz=0 = "
          f"{splittings[thickness]:.5f} eV")
print(f"mean free path = {free_path:.0f} nm, broadening = "
      f"{hv/free_path:.4f} eV")
print(f"mass-wall length equals mean free path at kz = {path_kz:.4f} 1/nm")
print("no test failed")
```

It prints:

```
velocity v = 4.000e+05 m/s
hbar v = 0.2633 eV nm
node position k0 = 0.500 1/nm
A = 0.200 eV nm^2, B = 0.200 eV nm^2
velocity along z at node = 3.039e+05 m/s
Arc at E = 0: kz (1/nm), mass (eV), eta (no unit),
  length mass wall (nm), length zero-wave-function wall (nm)
  0.000  0.050000  0.5770  5.266  4.345
  0.200  0.042000  0.4847  6.269  5.384
  0.300  0.032000  0.3693  8.228  7.381
  0.400  0.018000  0.2077  14.627  13.823
  0.450  0.009500  0.1096  27.714  26.933
  0.490  0.001980  0.0229  132.972  132.208
  0.499  0.000200  0.0023  1317.742  1316.982
density decay length, mass wall, kz=0 = 2.633 nm
simple formula excess at kz=0 = 21.2 percent
node-law length at distance 0.001 1/nm = 1316.42 nm
largest fit deviation, zero wall = 0.010 percent
largest fit deviation, mass wall = 0.016 percent
Fermi energy = 0.020 eV, arc ky = 0.0760 1/nm
arc end at this Fermi energy: kz = 0.4942 1/nm
zero-wall length there, kz=0 = 4.475 nm
temperature = 378 K, kT = 0.0326 eV
zero-wall length at E=kT, kz=0 = 4.703 nm
bulk-edge occupation, kz=0, Fermi level at node = 0.177
wall angle = 30 degrees
rotated-wall length, kz=0 = 4.560 nm
rotated-wall arc position, kz=0: ky = -0.1096 1/nm
film 5 nm: no evanescent pair at any kz
film 10 nm: arc end kz = 0.3440 1/nm, remaining fraction = 0.688
film 10 nm: splitting at kz=0 = 0.03225 eV
film 20 nm: arc end kz = 0.4292 1/nm, remaining fraction = 0.858
film 20 nm: splitting at kz=0 = 0.00450 eV
mean free path = 10 nm, broadening = 0.0263 eV
mass-wall length equals mean free path at kz = 0.3440 1/nm
no test failed
```
